# Why Ion Erosion Deepens a Shallow Trough at Normal Incidence

**Question.** A broad ion beam strikes a gently rippled solid at normal incidence. The flux is uniform across the beam, yet Sigmund's model of sputtering says that the bottom of a trough recedes faster than a neighbouring crest. Why does it, and in what sense does this act as a negative surface tension?

## The mechanism

An ion does not deliver its energy at the point where it enters. Cascades of atomic collisions spread the energy through a region below the surface. Sigmund's model describes the average deposit by a Gaussian ellipsoid whose centre lies a distance \(a\) below the entry point, measured along the beam. The local erosion speed is taken to be proportional to the power density that all the ions together deliver at the surface point considered.

Let that point, \(P\), be the bottom of a trough. Neighbouring ions enter on higher ground, so their energy centres are raised by the same amount as their entry points. The centres were below \(P\), and raising them brings them closer to its level. Each neighbour therefore gives \(P\) more energy than it would on a flat surface.

At a crest the neighbours enter on lower ground. Their energy centres are lowered, farther from \(P\), and each gives less. The trough gains and the crest loses, although the same number of ions arrives above each.

Focusing of the beam is not involved. On a wall tilted by an angle \(\varphi\), the flux per actual surface area is \(J\cos\varphi\), while a horizontal area \(dx\,dy\) corresponds to the surface area \(dx\,dy/\cos\varphi\). Their product is \(J\,dx\,dy\), whatever the slope.

## From one ion to the erosion speed

Let the surface be \(z=h(x,y)\), with solid below and the beam travelling along \(-z\). An ion of energy \(E\) leaves a Gaussian deposit of width \(\alpha\) along the beam and \(\beta\) across it. I assume that the relief does not change the ellipsoid's shape, and that sputtered atoms do not land again.

Consider an ion entering at horizontal displacement \((X,Y)\) from \(P\), on ground higher than \(P\) by
\[
u=h(x+X,y+Y)-h(x,y).
\]
Its energy centre lies \(a-u\) below \(P\). Summing over all ions gives the power density at \(P\):
\[
F=\frac{JE}{(2\pi)^{3/2}\alpha\beta^2}\int dX\,dY\;
e^{-(a-u)^2/(2\alpha^2)}\,e^{-(X^2+Y^2)/(2\beta^2)} .
\]

On a flat surface \(u=0\), and the lateral integral is \(2\pi\beta^2\). Hence
\[
F_0=\frac{JE}{\sqrt{2\pi}\,\alpha}\,e^{-a^2/(2\alpha^2)},\qquad v_0=\Lambda F_0 ,
\]
where the material constant \(\Lambda\) converts power density into erosion speed normal to the surface.

To compare relief with flat ground, expand the square:
\[
-\frac{(a-u)^2}{2\alpha^2}=-\frac{a^2}{2\alpha^2}+\frac{au-u^2/2}{\alpha^2}.
\]
The first term is the flat-surface exponent. Dividing by \(F_0\) leaves
\[
\frac{F}{F_0}=\left\langle \exp\!\left[\frac{u(2a-u)}{2\alpha^2}\right]\right\rangle ,
\]
where the brackets denote an average over \(X\) and \(Y\) with the normalized lateral Gaussian of width \(\beta\).

This formula settles the comparison without any linearization. If the ground around a trough bottom rises by amounts between 0 and \(2a\), the exponent is positive wherever \(u\neq0\), so \(F>F_0\). Around a crest \(u<0\), the exponent is negative, and \(F<F_0\). At both points the slope is zero, so the normal speed \(\Lambda F\) is also the vertical speed.

"Shallow" thus has a sufficient meaning: the rise from the trough bottom stays below \(2a\). For a ripple of amplitude \(A\), whose full height is \(2A\), this means \(A<a\). This condition guarantees that the trough erodes faster than flat ground. The comparison of trough with crest needs less when the ripple is a cosine: the crest sees \(-u\) wherever the trough sees \(+u\), and \((a-u)^2<(a+u)^2\) for \(a,u>0\), so the trough is the faster of the two at any amplitude.

## Why the coefficient is negative

For gentle relief, keep the first power of \(u\):
\[
\frac{F}{F_0}\simeq 1+\frac{a}{\alpha^2}\langle u\rangle .
\]
If the height varies slowly over the distance \(\beta\), expand it about \(P\):
\[
u\simeq h_xX+h_yY+\tfrac12h_{xx}X^2+h_{xy}XY+\tfrac12h_{yy}Y^2 .
\]
The terms in \(X\), \(Y\) and \(XY\) average to zero by symmetry, while \(\langle X^2\rangle=\langle Y^2\rangle=\beta^2\). Therefore
\[
\langle u\rangle\simeq\frac{\beta^2}{2}\nabla^2h .
\]

Slope has dropped out at first order. The conversion from normal to vertical speed, \(\sqrt{1+|\nabla h|^2}\), also differs from 1 only at second order in slope. Since erosion lowers the surface, \(h_t=-\Lambda F\) to first order, and
\[
h_t=-v_0+\nu\nabla^2h,\qquad
\nu=-v_0\frac{a\beta^2}{2\alpha^2}<0 .
\]

A trough bottom has \(\nabla^2h>0\), so the second term lowers it further. A positive coefficient would fill troughs and lower crests, as the tension of a damped stretched membrane does. Here the sign is reversed, hence the name "negative effective surface tension". The coefficient \(\nu\) is kinetic, with units of nm²/s. The surface energy of the solid, an energy per area, remains positive.

The factors in \(\nu\) show what the mechanism needs:

- **Buried energy.** If \(a=0\), the centres start level with \(P\). Moving them up or down takes them equally far away, so the first-order preference for the trough disappears.
- **Lateral spread.** If \(\beta\to0\), neighbouring ions cannot reach \(P\), and it cannot sense the surrounding curvature.
- **Variation along the beam.** The factor \(a/\alpha^2\) is the fractional gain in energy density per unit rise of a centre. If \(\alpha\) is made large at fixed \(a\) and \(\beta\), this gain tends to zero.

## Growth of a ripple

Write \(h=-v_0t+A(t)\cos kx\). The linear response needs the average of the displaced cosine:
\[
\langle\cos k(x+X)\rangle=\cos kx\,\langle\cos kX\rangle-\sin kx\,\langle\sin kX\rangle .
\]
The last average vanishes because the sine is odd. Define \(g(k)=\langle\cos kX\rangle\). Differentiating, then integrating by parts with the Gaussian weight, gives
\[
g'(k)=-\langle X\sin kX\rangle=-k\beta^2g(k),\qquad g(0)=1,
\]
so \(g=e^{-k^2\beta^2/2}\). The mean rise is then
\[
\langle u\rangle=-A\cos kx\left(1-e^{-k^2\beta^2/2}\right).
\]
It is positive at the trough, where \(\cos kx=-1\). Inserting it in \(h_t=-v_0[1+(a/\alpha^2)\langle u\rangle]\) gives
\[
\frac{dA}{dt}=RA,\qquad
R=v_0\frac{a}{\alpha^2}\left(1-e^{-k^2\beta^2/2}\right)>0 .
\]

For \(k\beta\ll1\), \(R\simeq|\nu|k^2\), in agreement with the curvature equation. For \(k\beta\gg1\), \(R\) levels off at \(v_0a/\alpha^2\), because the lateral Gaussian then averages over many ripples. Since \(R\) rises steadily with \(k\), this mechanism alone selects no ripple wavelength. The short-wave plateau belongs to the continuum model and cannot be trusted at atomic spacings.

## Numbers for argon on silicon

Take 1 keV argon ions on silicon at 300 K, with the rough values \(a=2.0\) nm, \(\alpha=1.2\) nm, \(\beta=0.8\) nm and a sputter yield \(Y=1\) atom per ion. The current density is 0.10 mA/cm², which gives \(J=6.24\) ions nm⁻² s⁻¹. With an atomic volume \(\Omega=0.020\) nm³,
\[
v_0=JY\Omega=6.24\times1\times0.020=0.125\ \text{nm/s}.
\]
The yield fixes \(v_0\) and hence \(\Lambda\). The relative comparison needs neither, because \(\Lambda\) is common to both speeds and cancels from their ratio.

Let the ripple have amplitude 0.50 nm and wavelength 30 nm. An ion entering a distance \(\beta\) from the trough bottom, across the ripple, lands on ground 0.0070 nm higher. Its energy contribution changes by the factor
\[
\exp\!\left[\frac{2.0(0.0070)-(0.0070)^2/2}{1.2^2}\right]\simeq1.0098 .
\]
The corresponding ion near the crest contributes 0.9903 times its flat-surface value.

The mean rise seen from the trough is 0.00697 nm. The linear excess is therefore \(2.0\times0.00697/1.44=0.0097\), or 0.97% of the flat speed. Direct summation over the ellipsoids, without linearization, gives a trough speed of \(1.00977v_0\) and a crest speed of \(0.99041v_0\). The difference is
\[
0.1248\,(1.00977-0.99041)=2.42\times10^{-3}\ \text{nm/s}.
\]

The gain is slightly larger than the loss. To second order, the average contains the additional term
\[
\frac12\left(\frac{a^2}{\alpha^4}-\frac1{\alpha^2}\right)\langle u^2\rangle ,
\]
which has the same sign at trough and crest. It is positive here because \(a>\alpha\), so it adds to the gain and reduces the loss.

The long-wave coefficient is
\[
\nu=-0.1248\,\frac{2.0(0.8)^2}{2(1.2)^2}
=-0.1248\times0.4444=-0.0555\ \text{nm}^2/\text{s}.
\]
Using curvature alone overestimates the linear excess by about 0.7%. The error is this small because the ripple is long compared with \(\beta\).

The growth rate is \(R=2.42\times10^{-3}\) s⁻¹. It has the same numerical value as the speed difference because the full ripple height happens to be 1 nm. At this linear rate, the amplitude would grow by a factor \(e\) in 414 s, after a fluence of \(2.58\times10^{17}\) ions/cm² and the removal of 52 nm of silicon. A difference of about 1% in speed at each extreme thus matters through accumulation. The 414 s is a time scale, not a forecast of the surface shape. Shorter ripples grow faster, at rates up to \(v_0a/\alpha^2=0.17\) s⁻¹, and second-order terms in the slope feed them. Without a smoothing process, the surface would not remain a single cosine for that long.

The causes can be switched off separately in the direct sum. With \(a=0\) and the widths held fixed, trough and crest both erode at 0.99995 of the flat speed: the preference is gone, and a tiny second-order loss remains. With \(\beta\) reduced tenfold and \(a,\alpha\) held fixed, the speed difference falls to 0.0101 of its original value, close to the expected factor of 1/100.

## Where the result fails

**Deep relief.** If neighbouring ground rises far beyond \(2a\), its energy centres lie far above \(P\) and contribute little. For a slit-like ripple of amplitude 20 nm and wavelength 1.6 nm, the formula gives a bottom speed only 0.50 of the flat value. The gain over flat ground is lost, but the crest of this cosine is slower still, at 0.07 of the flat value. The order of trough and crest reverses when the crest is broad: for Gaussian grooves of depth 10 nm and standard width 0.2 nm, spaced 12 nm apart, the bottom erodes at 0.49 and the ground between them at 1.00 of the flat value. These extreme cases do not describe a real slit, where the unchanged ellipsoid would extend across empty space.

**The ellipsoid itself.** Even for a flat surface, 4.8% of the Gaussian lies outside the solid. A constant normalization error cancels from \(F/F_0\), but a real cascade may also have a different shape near the surface. The 4.8% is therefore not an error bound on \(\nu\).

**Atoms moved but not sputtered.** Suppose each ion moves \(N\) atoms forward along the beam by a mean distance \(d\). On a slope, the part of this motion parallel to the surface points downhill. Its horizontal component is \(d\sin\varphi\cos\varphi\simeq d|\nabla h|\). If relaxation of the solid restores its density after the motion normal to the surface, the remaining atomic current and height change are
\[
\mathbf j=-JNd\,\nabla h,\qquad
h_t=-\Omega\nabla\cdot\mathbf j=J\Omega Nd\,\nabla^2h .
\]
This is a positive, smoothing coefficient. Adding the Sigmund term, with \(v_0=JY\Omega\), gives
\[
\nu_{\rm net}=J\Omega\left(Nd-Y\frac{a\beta^2}{2\alpha^2}\right).
\]
Both effects scale as \(k^2\) at long wavelength, so their competition decides the sign there.

A standard displacement estimate is \(N\simeq0.8E/(2E_d)\). It treats all the ion energy as available for atomic collisions. With a rough threshold \(E_d=15\) eV, \(N\simeq27\). Cancellation then needs a mean forward shift of only \(0.444/26.7=0.017\) nm per moved atom. Subtracting electronic losses by the Lindhard partition leaves about 820 eV, which gives \(N\simeq22\) and 0.020 nm. A trial shift of 0.05 nm gives a smoothing coefficient of 0.166 nm²/s and a net value of \(+0.111\) nm²/s. The trough then fills, although the Sigmund contribution still deepens it.

**Thermal diffusion.** Positive surface energy \(\gamma\) gives surface atoms the chemical potential \(\mu=-\Omega\gamma\nabla^2h\), apart from a constant. With surface density \(n_s\) and diffusivity \(D_s\), the current is \(-(n_sD_s/k_BT)\nabla\mu\). Mass conservation gives
\[
h_t=-B\nabla^4h,\qquad B=\frac{D_s\gamma\Omega^2n_s}{k_BT}.
\]
The resulting decay rate, \(Bk^4\), weakens faster than \(|\nu|k^2\) at long wavelength. For the rough values \(n_s=\Omega^{-2/3}=13.6\) nm⁻² (every surface atom counted as mobile), \(\gamma=1\) J/m², a diffusion prefactor of \(10^{-3}\) cm²/s and a barrier of 1 eV, it is about \(2\times10^{-6}\) of the Sigmund growth rate for this ripple. The two would match at a barrier near 0.66 eV, with the other values fixed. Each tenfold reduction of \(n_s\) lowers this barrier by \(k_BT\ln10=0.06\) eV.

**The real case.** The energy and current density are in the range of laboratory broad-beam sputtering, while the ellipsoid dimensions are rough. Clean silicon can remain smooth under normal-incidence argon bombardment, so the growth calculated above should not be read as a prediction for every such surface. With the trial shift and the 1 eV diffusion barrier, atomic redistribution is by far the larger of the two smoothing effects estimated here: it changes the coefficient from \(-0.055\) to \(+0.111\) nm²/s. With a barrier of 0.6 eV or less and every surface atom mobile, thermal diffusion would be the larger for this ripple; with one atom in twenty mobile, the barrier would have to fall below about 0.55 eV. The shift and the barrier are both assumptions, so the estimate shows only that redistribution could explain the smoothness if shifts of this size occur. At this energy and temperature the beam also amorphizes the top few nanometres of silicon, and ion-induced flow of that layer is a further smoothing process not estimated here.

## Computed results

```
INPUTS (rough material values)
ion energy: 1000 eV
energy depth a: 2.00 nm
width along beam alpha: 1.20 nm
width across beam beta: 0.80 nm
sputter yield: 1.00 atoms/ion
current density: 0.10 mA/cm2
atomic density: 5.00e+22 cm^-3
ripple amplitude: 0.50 nm
ripple wavelength: 30.0 nm
EROSION
ion flux: 6.2415 nm^-2 s^-1
volume per atom: 0.0200 nm^3
flat power density F0: 517.41 eV nm^-3 s^-1
erosion constant Lambda: 2.4126e-04 nm^4/eV
flat erosion speed v0: 0.12483 nm/s
ground rise at lateral distance beta: 0.00700 nm
one-ion energy, trough/flat: 1.00976
one-ion energy, crest/flat: 0.99031
Gaussian mean rise at trough: 0.00697 nm
trough speed/flat speed, quadrature: 1.009769
crest speed/flat speed, quadrature: 0.990410
trough minus crest speed: 2.4166e-03 nm/s
linear fractional excess: 0.009680
curvature-only fractional excess: 0.009748
a*beta^2/(2 alpha^2): 0.4444 nm
Sigmund coefficient nu: -0.05548 nm^2/s
growth rate: 2.4166e-03 s^-1
e-fold time: 413.8 s
e-fold fluence: 2.583e+17 ions/cm2
depth removed per e-fold: 51.65 nm
CAUSES AND LIMIT
a=0, trough/flat speed: 0.9999499
a=0, crest/flat speed: 0.9999499
speed gap with beta/10, relative to original: 0.01007
deep slit amplitude: 20.0 nm
deep slit wavelength: 1.60 nm
deep slit bottom/flat speed: 0.5032
NEGLECTED EFFECTS
ellipsoid fraction outside flat solid: 4.78 %
rough displacement threshold: 15.0 eV
estimated displaced atoms per ion: 26.67
summed forward shift that cancels nu: 0.4444 nm/ion
mean shift per moved atom that cancels nu: 0.01667 nm
trial mean forward shift: 0.050 nm
redistribution coefficient, trial: 0.16644 nm^2/s
net coefficient, trial: 0.11096 nm^2/s
temperature: 300 K
rough surface energy: 1.0 J/m2
rough diffusion prefactor: 1.0e-03 cm2/s
rough diffusion barrier: 1.00 eV
thermal smoothing/Sigmund growth: 1.66e-06
barrier at which the two rates match: 0.656 eV
```
